# Why carbon, nitrogen and fluorine shifts range more widely than hydrogen's

**Question.** From one compound to another, proton chemical shifts move over some ten to twenty parts per million. The shifts of carbon, nitrogen and fluorine move over hundreds. All these nuclei are surrounded by electrons that respond to the same applied field. What do the heavier atoms have that hydrogen lacks, and what sets the size of its effect?

**Answer.**

## The mechanism

A magnetic field drives currents in the electron cloud, and these currents produce a field at the nucleus. One part of the response is a circulation of the existing charge, which opposes the applied field. It is called diamagnetic and it shields the nucleus.

The other part comes from a change of the orbitals. A field along $x$ acts through the angular momentum $l_x$, which turns a $p_y$ orbital into a $p_z$ orbital. If $p_y$ is occupied and $p_z$ is at least partly empty, the field mixes them with an imaginary coefficient. Such a mixture on one atom carries a current around its nucleus, and this current reinforces the applied field there. In a molecule the net paramagnetic effect usually has this sign, but not always; ClF, discussed below, is an exception. The mixing is weaker when the excitation costs more energy, and the field it produces at the nucleus grows as the inverse cube of the distance.

An $s$ orbital cannot take part, because a rotation about its centre leaves it unchanged. Hydrogen's valence shell is 1s; those of carbon, nitrogen and fluorine contain 2p orbitals. It remains to show how large this difference is, and why the current varies between compounds.

## From the field to a sum over orbitals

Use atomic units, with $\alpha$ the fine-structure constant, and put the origin at the nucleus $A$, which has magnetic moment $\mathbf m$. The shielding $\sigma$ is defined by the energy $-\mathbf m\cdot\mathbf B+\mathbf m\cdot\sigma\mathbf B$. A positive $\sigma$ therefore reduces the field felt by the nucleus. An electron has the Hamiltonian

$$h=\tfrac12(\mathbf p+\mathbf A)^2+V,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\mathbf m\times\mathbf r}{r^3}.$$

Both parts of $\mathbf A$ have zero divergence, so the terms linear in $\mathbf A$ combine to $\mathbf A\cdot\mathbf p$. Since $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$, they are

$$\tfrac12\mathbf B\cdot\mathbf l\quad\text{and}\quad \alpha^2\,\mathbf m\cdot\mathbf l/r^3 .$$

The cross term of $\tfrac12A^2$ is $\frac{\alpha^2}{2}(\mathbf B\times\mathbf r)\cdot(\mathbf m\times\mathbf r)/r^3$. For $\mathbf B$ and $\mathbf m$ both along $b$ it gives the diamagnetic shielding

$$\sigma^{d}_{bb}=\frac{\alpha^2}{2}\left\langle\frac{r^2-r_b^2}{r^3}\right\rangle .$$

Here the brackets include the sum over electrons. The average of $r_b^2$ over the three directions is $r^2/3$, so the isotropic value is $\frac{\alpha^2}{3}\langle 1/r\rangle$.

For the paramagnetic part, take a closed-shell molecule with real orbitals, $i$ occupied and $a$ empty. The field changes an occupied orbital by

$$\varphi_i^{(1)}=-B\sum_a\varphi_a\frac{\langle a|\tfrac12 l_b|i\rangle}{\varepsilon_a-\varepsilon_i}.$$

Because $l_b=-i(\mathbf r\times\nabla)_b$, this change is purely imaginary. The first-order density change, proportional to $\mathrm{Re}(\varphi_i\varphi_i^{(1)})$, vanishes. A Kohn-Sham potential that depends on the density and its gradient, but not on the current, is therefore unchanged to first order. Within such a functional no further self-consistent correction is needed. With exact exchange there would be one.

The derivative of the energy with respect to $m_b$ is the expectation value of $\alpha^2l_b/r^3$. Its part linear in $B$ contains a factor 2 for spin and another 2 from the two complex-conjugate terms. Together with the $\tfrac12$ in $\varphi_i^{(1)}$ they give

$$\sigma^{p}_{bb}=-2\alpha^2\sum_{ia}\frac{\langle i|l_b|a\rangle\langle a|l_b r^{-3}|i\rangle}{\varepsilon_a-\varepsilon_i}. \tag{1}$$

## Reduction to the p shell

In a molecule, $l_b$ about nucleus $A$ also acts on distant orbitals, and its size there depends on the choice of origin. London orbitals remove most of this artefact. An orbital $\phi_\mu$ centred at $\mathbf R_\mu$ receives the phase $e^{-i\mathbf A_\mu\cdot\mathbf r}$, with $\mathbf A_\mu=\tfrac12\mathbf B\times\mathbf R_\mu$. Then

$$(\mathbf p+\tfrac12\mathbf B\times\mathbf r)e^{-i\mathbf A_\mu\cdot\mathbf r}\phi_\mu
=e^{-i\mathbf A_\mu\cdot\mathbf r}\left[\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\mu)\right]\phi_\mu .$$

Each orbital now meets the angular momentum about its own centre.

A matrix element between two centres keeps the phase $(\mathbf A_\mu-\mathbf A_\nu)\cdot\mathbf r$. Evaluated at the midpoint of the bond, it is

$$\tfrac14\mathbf B\cdot[(\mathbf R_\mu-\mathbf R_\nu)\times(\mathbf R_\mu+\mathbf R_\nu)]=\tfrac12\mathbf B\cdot(\mathbf R_\mu\times\mathbf R_\nu).$$

Without a closed ring of bonds, these constants can be absorbed into the phases of the orbitals, atom by atom. In a ring they add up to the enclosed flux and give a ring current, which is left out here.

The model now makes these approximations:

- The valence s and p orbitals are orthonormal.
- The variation of the phase about the bond midpoint and the two-centre elements of angular momentum are neglected.
- The factor $r^{-3}$ keeps the p shell of $A$ alone, with a common radial average $\langle r^{-3}\rangle_p$.

Let $L_A$ be the matrix of $l_b$ in the p shell of $A$, and $L=\sum_BL_B$ the sum over all atoms. Define

$$W_{ia}=\langle i|L|a\rangle\langle a|L_A|i\rangle,\qquad
\Delta E=\frac{\sum_{ia}W_{ia}}{\sum_{ia}W_{ia}/(\varepsilon_a-\varepsilon_i)} .$$

When the weights are non-negative and not all zero, $\Delta E$ is a weighted harmonic mean of the excitation energies. In general it is neither the lowest gap nor an energy read directly from a spectrum. It equals the lowest orbital gap only when all the weight lies on excitations of that energy. With $u_b=2\sum_{ia}W_{ia}$, equation (1) becomes the Karplus-Pople term

$$\boxed{\sigma^p_{bb}=-\alpha^2\frac{\langle r^{-3}\rangle_p}{\Delta E}\,u_b} \tag{2}$$

## What the bonding contributes

The number $u_b$ follows from the bond-order matrix $P$, whose diagonal elements are orbital populations between 0 and 2. The projector on the occupied space is $D=P/2$, and that on the empty space is $1-D$. Hence

$$u_b=2\,\mathrm{Tr}[DL(1-D)L_A]=2\,\mathrm{Tr}[DLL_A]-2\,\mathrm{Tr}[DLDL_A].$$

For a field along $x$, $l_xp_y=ip_z$ and $l_xp_z=-ip_y$. In the order $(y,z)$ each atom therefore has the block

$$\lambda=\begin{pmatrix}0&-i\\ i&0\end{pmatrix},\qquad \lambda^2=1 .$$

Let $p_{AB}$ be the $2\times2$ block of $P$ between the $(y,z)$ orbitals of $A$ and those of $B$. Different atoms have no common orbitals, so $LL_A=L_A^2$, which is the unit matrix on the $(y,z)$ pair of $A$. The first trace term is then $2\,\mathrm{tr}(p_{AA}/2)=\mathrm{tr}\,p_{AA}$.

For the second, direct multiplication shows that for any $2\times2$ matrix $M$

$$\lambda M^T\lambda=\begin{pmatrix}M_{22}&-M_{12}\\-M_{21}&M_{11}\end{pmatrix},\qquad
M\lambda M^T\lambda=(\det M)\,1 .$$

Its trace is $2\det M$. With $M=p_{AB}/2$ and $p_{BA}=p_{AB}^T$, each atom contributes $2\cdot\frac14\cdot2\det p_{AB}=\det p_{AB}$. Therefore

$$u_b=\mathrm{tr}\,p_{AA}-\sum_B\det p_{AB}, \tag{3}$$

where the sum includes $B=A$, and the blocks contain the two p orbitals perpendicular to $b$.

Bonding cannot make this number arbitrarily large. Transposing the product inside the trace, with $L^T=-L$ and $L_A^T=-L_A$, gives

$$u_b=\mathrm{Tr}[KL_A],\qquad K=DL(1-D)+(1-D)LD .$$

Split a unit vector into an occupied part $o$ and an empty part $w$. Its expectation value of $K$ is $2\,\mathrm{Re}\langle o|L|w\rangle$. The eigenvalues of $L$ lie between $-1$ and $1$, so this has magnitude at most $2|o||w|\le1$. The nonzero eigenvalues of $L_A$ are $+1$ and $-1$. The trace is thus the difference of two such expectation values, and $|u_b|\le2$.

This shows where a large shift range can come from. Let $U=(u_x+u_y+u_z)/3$, and use one mean energy for the three directions. Between two compounds, at fixed $\langle r^{-3}\rangle_p$, the isotropic shielding changes by

$$\delta\sigma^p=-\alpha^2\langle r^{-3}\rangle_p\;\delta\!\left(\frac{U}{\Delta E}\right). \tag{4}$$

A lower shielding means a larger chemical shift. The radial average sets the scale, but a range arises only if $U$ or $\Delta E$ differs between compounds.

Fluorine shows the role of $U$. A closed p shell has $p_{AA}=2\cdot1$ and no bond orders to neighbours, so $u_b=4-4=0$: there is no empty p orbital to rotate into. Now let fluorine form one bond along $z$, with population $n$ in its $p_z$ orbital and full lone pairs in $p_x$ and $p_y$. The bond joins $p_z$ alone to the neighbour, so every $\det p_{AB}$ with $B\ne A$ vanishes. Then

$$u_x=u_y=(2+n)-2n=2-n,\qquad u_z=4-4=0,\qquad U=\tfrac23(2-n).$$

A nonpolar bond, $n=1$, has $U=2/3$. As the bond becomes more ionic and $n$ approaches 2, the paramagnetic term of the model disappears. This rule does not order real compounds reliably. Induced-current calculations at the PBE/cc-pVTZ level give isotropic fluorine shieldings of about $-250$ ppm in F$_2$, 390 ppm in HF and 650 ppm in ClF. The bond in ClF is less ionic than that in HF ($n\approx1.4$ against 1.6), yet its fluorine is more shielded. Its paramagnetic part across the axis is positive, about $+250$ ppm, where the model gives a negative value.

## The scale of each element

A hydrogenic 2p radial function is proportional to $re^{-Zr/2}$, so

$$\langle r^{-3}\rangle_{2p}=\frac{\int_0^\infty re^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24}.$$

The inverse cube of the radius turns a moderate rise in effective charge into a steep rise in shielding scale. Free-atom calculations at the UHF/cc-pVTZ level give:

| Atom | $\langle r^{-3}\rangle_{2p}$ (Å$^{-3}$) | Effective charge |
|---|---:|---:|
| C | 11.31 | 3.43 |
| N | 20.70 | 4.19 |
| F | 49.84 | 5.62 |

The effective charge is the $Z$ for which the hydrogenic formula gives the computed average. The averages are not converged to the digits shown: an uncontracted quintuple-zeta basis raises them by about 2%, to 11.52, 21.09 and 50.85 Å$^{-3}$. The paramagnetic scales below rise in proportion, while the fluorine-to-carbon ratio stays the same.

In these units $\alpha^2$ becomes 214.73 ppm eV Å$^3$. Choose $\Delta E=10$ eV for all three elements, as a round model value. For carbon with $u=1$ the magnitude is

$$\frac{214.73\times11.31}{10}\ \text{ppm}\simeq243\ \text{ppm}.$$

The same step gives 445 ppm for nitrogen and 1070 ppm for fluorine. At equal $\Delta E$, fluorine's scale is 4.41 times carbon's. A larger mean energy in fluorine compounds would reduce this ratio; to cancel it, the energy would have to be 4.41 times as large.

With these scales, changes in bonding or in excitation energy give large shifts:

- **Fluorine, change of bonding.** Between a closed shell and a nonpolar single bond, the shielding falls by $1070.2\times\tfrac23\simeq713$ ppm.
- **Carbon, change of energy.** At fixed $U=1$, lowering $\Delta E$ from 15 to 10 eV lowers the shielding by $214.73\times11.31\,(1/10-1/15)\simeq81$ ppm.

These are model spans, not predictions for named compounds.

The diamagnetic term of the atom's own valence electrons has a much smaller leverage. One 2p electron contributes $\frac{\alpha^2}{3}\langle1/r\rangle$, which is 14.0 ppm in carbon, 17.1 ppm in nitrogen and 22.6 ppm in fluorine. Moving a fraction of an electron changes the shielding by a fraction of these amounts. The core contributes more in total, but to the extent that it stays the same between compounds it cancels from the shift.

For hydrogen, equation (2) has no p shell to act on. An electron in the free-atom 1s orbital gives 17.75 ppm of diamagnetic shielding, so a change of 0.2 in its population, at fixed orbital shape, gives only 3.6 ppm. Polarization of the hydrogen orbital and currents on neighbouring atoms remain. Their size has to be found in a molecule.

## Carbon and hydrogen in one molecule

Acetylene, C$_2$H$_2$, contains both nuclei and offers a direct view of the mechanism. Along the molecular axis $z$, a rotation leaves the closed-shell molecule unchanged. Across the axis it does not. The difference between the two shieldings, the anisotropy, thus contains the whole paramagnetic part, together with any difference between the diamagnetic parts. It is not itself a shift range, since it concerns one molecule in two orientations.

Equation (3) gives the expected pattern. Let each carbon form ideal sp hybrids and nonpolar bonds, so that every carbon p orbital has population 1. The two $\pi$ bonds give bond orders of 1 between the $p_x$ orbitals of the carbons, and likewise between the $p_y$ orbitals. In the CC $\sigma$ bond the hybrids $(s_A+z_A)/\sqrt2$ and $(s_B-z_B)/\sqrt2$ combine with equal weights $1/\sqrt2$. The coefficients of $z_A$ and $z_B$ are $\tfrac12$ and $-\tfrac12$, so their bond order is $2\cdot\tfrac12\cdot(-\tfrac12)=-\tfrac12$. Hence

$$u_x=2-1\cdot1-1\cdot(-\tfrac12)=\tfrac32,\qquad u_z=2-1\cdot1-1\cdot1=0 .$$

Along the axis the neighbour's term cancels the local one, as the symmetry requires.

With round bond lengths of 1.20 Å for CC and 1.06 Å for CH, the bond orders from PBE/STO-3G, after symmetric orthogonalization of the basis, give $u_x=1.432$, close to the ideal value. The mean excitation energy in this small basis is 20.36 eV, far above the smallest orbital gap of 8.83 eV. A $\pi\to\pi^*$ excitation, for instance, has no weight in the model: $L_x$ turns $p_y$ into $p_z$ and annihilates $p_x$, while $L_z$ turns a bonding $\pi$ orbital into the other bonding one. With the free-atom radial average, equation (2) gives

$$\sigma^p_{xx}=-\frac{214.73\times11.31\times1.432}{20.36}\ \text{ppm}\simeq-171\ \text{ppm}.$$

A calculation without the p-shell reduction integrates the induced current itself. Write a perturbed orbital as $\varphi_i+iBu_i$, with $u_i$ a real function. The particle current per unit field is then

$$\mathbf J=2\sum_i(\varphi_i\nabla u_i-u_i\nabla\varphi_i)+\tfrac12\rho\,\hat{\mathbf b}\times(\mathbf r-\mathbf R).$$

The first part is $\mathrm{Im}(\psi^*\nabla\psi)$ to first order, doubled for spin; the second comes from the vector potential. Here $\rho$ is the electron density and $\mathbf R$ the gauge origin, about which the angular momentum in $u_i$ is also taken. In a complete basis $\mathbf J$ does not depend on $\mathbf R$, so a different origin may be used at each point. It is held fixed when $u_i$ is differentiated, and is chosen to approach the nearest nucleus.

Electrons carry charge $-1$, so the Biot-Savart law gives the induced field $-\alpha^2B\int \mathbf r_N\times\mathbf J/r_N^3\,d^3r$, where $\mathbf r_N$ is measured from the nucleus. Since this field equals $-\sigma\mathbf B$,

$$\sigma_{bb}=\alpha^2\int\frac{(\mathbf r_N\times\mathbf J)_b}{r_N^3}\,d^3r .$$

At the PBE/cc-pVTZ level the results, in ppm, are:

| Shielding | C | H |
|---|---:|---:|
| Across, diamagnetic | 255.9 | 29.5 |
| Across, paramagnetic | −225.4 | −3.9 |
| Across, total | 30.6 | 25.5 |
| Along, total | 279.2 | 40.8 |

Sums may differ by 0.1 ppm through rounding. Along the axis the paramagnetic part vanishes to the printed precision. The split into two parts depends on the gauge choice; the total would not in a complete basis. A second gauge function, which also approaches the nearest nucleus, changes the total across the axis by 0.23 ppm for carbon and 0.07 ppm for hydrogen. This is not an estimate of the basis error. With one fixed origin in the same basis, at the nucleus itself or at the centre of the molecule, the total across the axis is 43 or 35 ppm for carbon and 46 or 19 ppm for hydrogen. The basis is therefore incomplete, and the convergence of the table with basis size is not established here.

Carbon's shielding thus changes by $279.2-30.6=248.6$ ppm between the two orientations, and the proton's by about 15 ppm. The ratio is 16.3. In this gauge, 225.4 ppm of carbon's difference comes from the paramagnetic current. Points nearer to this carbon than to any other nucleus contribute 249.1 ppm, so the net contribution from elsewhere is only $-0.5$ ppm. For the proton, the region nearest to it supplies 7.4 ppm, about half. Its small anisotropy owes as much to currents farther away, and in this gauge only 3.9 ppm of it comes from the paramagnetic part.

The Karplus-Pople estimate of −171 ppm is 24% smaller in magnitude than the paramagnetic part of −225.4 ppm from the current calculation. To reproduce that value with the same $\langle r^{-3}\rangle_p$ and $u_x$, $\Delta E$ would have to be 15.42 eV instead of 20.36 eV. This fitted energy absorbs every error of the model, so it is no independent confirmation. Both the 24% and the fitted energy also refer to the gauge used here, because another gauge would give a different paramagnetic part. With a fixed origin at the carbon nucleus, as in equation (1), the paramagnetic part is about $-301$ ppm in the same basis. The estimate also depends on how the valence orbitals are chosen: intrinsic atomic orbitals from the cc-pVTZ calculation give $u_x=1.42$, $\Delta E=18.8$ eV and $-183$ ppm. The calculation does not isolate the cause of the difference.

For this carbon the formula thus gives the right order of magnitude, but not an accurate value. One molecule does not show that it does as well in others, least of all with orbital energies from a minimal basis. For fluorine, evaluated with the valence orbitals and orbital energies of a PBE/cc-pVTZ calculation, it overestimates the paramagnetic part in HF about threefold and gives the wrong sign in ClF. It needs a closed shell whose excitation energies are large compared with the magnetic perturbation, and a p shell that keeps nearly its atomic radial form. Within those conditions, the wide ranges have a common origin: bonding opens the p shell to rotation by the field, and the resulting current flows close to the nucleus. The numerical check tests the bond-order formula and its bound on random occupied spaces, and the orbital response by diagonalization in a finite field.

## Numbers as computed

```
alpha^2 in eV A^3 units: 214.73 ppm eV A^3
H 1s diamagnetic shielding, one electron: 17.75 ppm
Free atoms, UHF/cc-pVTZ; scale is for u = 1
Chosen mean energy: 10.0 eV
C 2p <r^-3>: 11.31 A^-3
C hydrogenic effective charge: 3.43
C paramagnetic scale: 242.8 ppm
C diamagnetic per 2p electron: 14.0 ppm
N 2p <r^-3>: 20.70 A^-3
N hydrogenic effective charge: 4.19
N paramagnetic scale: 444.6 ppm
N diamagnetic per 2p electron: 17.1 ppm
F 2p <r^-3>: 49.84 A^-3
F hydrogenic effective charge: 5.62
F paramagnetic scale: 1070.2 ppm
F diamagnetic per 2p electron: 22.6 ppm
Scale ratio N/C: 1.83
Scale ratio F/C: 4.41
F isotropic U, nonpolar single bond: 0.6667
F span, closed shell to nonpolar bond: 713.5 ppm
C larger mean energy: 15.0 eV
C drop in shielding, larger to chosen energy: 80.9 ppm
C2H2 bond lengths CC, CH: 1.20, 1.06 A
C2H2 minimal model, PBE/STO-3G
u across axis: 1.432
u along axis: 0.000
Smallest orbital gap: 8.83 eV
Mean excitation energy: 20.36 eV
Karplus-Pople estimate for C across: -170.7 ppm
C2H2 induced currents, PBE/cc-pVTZ
C diamagnetic part across: 255.9 ppm
C paramagnetic part across: -225.4 ppm
C paramagnetic size along: 0.00 ppm
C total across: 30.6 ppm
C total along: 279.2 ppm
C isotropic: 113.4 ppm
C along minus across: 248.6 ppm
C part of that from own region: 249.1 ppm
C change with other gauge function: 0.23 ppm
H diamagnetic part across: 29.5 ppm
H paramagnetic part across: -3.9 ppm
H paramagnetic size along: 0.00 ppm
H total across: 25.5 ppm
H total along: 40.8 ppm
H isotropic: 30.6 ppm
H along minus across: 15.2 ppm
H part of that from own region: 7.4 ppm
H change with other gauge function: 0.07 ppm
Anisotropy ratio C/H: 16.3
Mean energy fitted to C current result: 15.42 eV
```
